# Incident phonon modes at an interface from an aligned ellipsoidal branch: verification in Python

```python
# Result under test: an acoustic branch w^2 = vx^2 kx^2 + vy^2 ky^2 + vz^2 kz^2
# sends M(w) = w^2/(4 pi vx vy) modes per area to an interface with normal z,
# independent of vz. M is defined by the flux integral
#   M = 2 pi * Int_{vg_z>0} d^3k/(2 pi)^3 vg_z delta(w - w(k)).
# Symbols: w angular frequency, k wave vector, vg group velocity, D density of
# states per volume and angular frequency, G conductance at unit transmission.
# Working units: nm and ps (1 km/s = 1 nm/ps); SI for thermal quantities.
import numpy as np
from scipy.integrate import quad
from scipy.constants import hbar, k as kB

pi = np.pi


def branch(k, A):
    return np.sqrt(np.einsum('...i,ij,...j->...', k, A, k))


# Directions on the unit sphere, with the polar range split at the equator.
g, gw = np.polynomial.legendre.leggauss(300)
mu = np.concatenate([(g - 1) / 2, (g + 1) / 2])
mu_weight = np.concatenate([gw, gw]) / 2
phi = (np.arange(400) + 0.5) * 2 * pi / 400
sin_theta = np.sqrt(1 - mu**2)
directions = np.stack([sin_theta[:, None] * np.cos(phi),
                       sin_theta[:, None] * np.sin(phi),
                       mu[:, None] * np.ones_like(phi)], axis=-1)
solid_angle = mu_weight[:, None] * np.ones_like(phi) * 2 * pi / 400


def flux_count(A, w):
    """M, D and mean incident normal velocity from their definitions."""
    step = np.array([0, 0, 1e-4])
    speed = branch(directions, A)
    vgz = (branch(directions + step, A) - branch(directions - step, A)) / 2e-4
    states = (w / speed)**2 / speed * solid_angle / (8 * pi**3)
    incident = vgz > 0
    flux = np.sum((states * vgz)[incident])
    return 2 * pi * flux, np.sum(states), flux / np.sum(states[incident])


def tilted(v1, v2, v3, angle):
    c, s = np.cos(angle), np.sin(angle)
    R = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return R @ np.diag([v1**2, v2**2, v3**2]) @ R.T


def close(a, b, tol):
    assert abs(a / b - 1) < tol, (a, b)


# Rough graphite-like inputs
v_in, v_norm, d_layer, a_plane = 14.0, 1.4, 0.335, 0.246
freq, T = 0.3, 4.0
w = 2 * pi * freq

# Aligned triaxial ellipsoids: mode count, density of states, mean velocity
for vz in (1.4, 5.0, 20.0):
    M, D, mean_v = flux_count(np.diag([14.0**2, 9.0**2, vz**2]), w)
    close(M, w**2 / (4 * pi * 14.0 * 9.0), 1e-4)
    close(D, w**2 / (2 * pi**2 * 14.0 * 9.0 * vz), 1e-4)
    close(mean_v, vz / 2, 1e-4)

# Tilted ellipsoids; the edge of the incident set crosses the angular grid,
# which limits the quadrature to about one part in a thousand.
for v1, v2, v3, deg in ((14, 9, 5, 25), (14, 14, 1.4, 5), (14, 14, 1.4, 1)):
    A = tilted(v1, v2, v3, np.radians(deg))
    close(flux_count(A, w)[0],
          w**2 * np.sqrt(A[2, 2]) / (4 * pi * v1 * v2 * v3), 3e-3)

# Elastic wave matrix of a hexagonal crystal (GPa, g/cm^3, km/s)
rho = 2.26
C66, C44 = rho * v_in**2, rho * v_norm**2
C11, C33, C13 = 1060.0, 37.0, 10.0
C12 = C11 - 2 * C66
V = np.zeros((6, 6))
V[:3, :3] = [[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]]
V[3, 3], V[4, 4], V[5, 5] = C44, C44, C66
voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
C = V[voigt[:, :, None, None], voigt[None, None, :, :]]


def elastic_eigenvalues(k):
    return np.linalg.eigvalsh(np.einsum('ijkl,j,l->ik', C, k, k))


rng = np.random.default_rng(1)
for k_test in rng.normal(size=(20, 3)):
    target = rho * (v_in**2 * (k_test[0]**2 + k_test[1]**2)
                    + v_norm**2 * k_test[2]**2)
    eig = elastic_eigenvalues(k_test)
    assert np.min(abs(eig - target)) < 1e-9 * max(eig)
# Bending-type branch at 45 degrees against an ellipsoid through its axes
slow_45 = elastic_eigenvalues(np.array([1.0, 0, 1.0]) / np.sqrt(2))[0]
slow_axes = (elastic_eigenvalues(np.array([1.0, 0, 0]))[0]
             + elastic_eigenvalues(np.array([0, 0, 1.0]))[0]) / 2
non_ellipsoid = slow_45 / slow_axes
assert abs(non_ellipsoid - 1) > 0.1

# Layered crystal: cumulative flux integral on a k grid against the count
w_cut = 2 * v_norm / d_layer


def layered(q, kz):
    return np.sqrt((v_in * q)**2 + (w_cut * np.sin(kz * d_layer / 2))**2)


def layered_M(x):
    return min(x, w_cut)**2 / (4 * pi * v_in**2)


for ratio in (0.6, 2.0):
    top = ratio * w_cut
    n = 1500
    dq, dkz = top / v_in / n, pi / d_layer / n
    q = ((np.arange(n) + 0.5) * dq)[:, None]
    kz = ((np.arange(n) + 0.5) * dkz)[None, :]
    h = dkz / 100
    vgz = (layered(q, kz + h) - layered(q, kz - h)) / (2 * h)
    inside = layered(q, kz) < top
    total = 2 * pi * np.sum(2 * pi * q * vgz * inside) * dq * dkz / (2*pi)**3
    expected = quad(layered_M, 0, top, points=[min(w_cut, 0.999 * top)])[0]
    close(total, expected, 5e-3)  # sharp frequency edge on a finite grid


# Conductance ceiling: difference in temperature of the k-space heat flux
def G_formula(temp, vx, vy):
    return pi**2 * kB**4 * temp**3 / (30 * hbar**3 * vx * vy * 1e6)


def heat_flux(temp, vz):
    A = np.diag([v_in**2, v_in**2, vz**2])
    nvec = np.stack([np.sqrt(1 - mu**2), 0 * mu, mu], axis=-1)[mu > 0]
    step = np.array([0, 0, 1e-4])
    s = branch(nvec, A) * 1e3
    vgz = (branch(nvec + step, A) - branch(nvec - step, A)) / 2e-4 * 1e3
    x, xw = (g + 1) * 25, gw * 25
    kk = x[None, :] * kB * T / (hbar * s[:, None])
    dk = xw[None, :] * kB * T / (hbar * s[:, None])
    energy = hbar * kk * s[:, None]
    radial = np.sum(kk**2 * energy / np.expm1(energy / (kB * temp)) * dk,
                    axis=1)
    return np.sum(2 * pi * mu_weight[mu > 0] * vgz * radial) / (8 * pi**3)


for vz in (v_norm, 4 * v_norm):
    dT = 0.002
    G_num = (heat_flux(T + dT, vz) - heat_flux(T - dT, vz)) / (2 * dT)
    close(G_num, G_formula(T, v_in, v_in), 1e-4)


def cutoff_ratio(temp):
    X = hbar * w_cut * 1e12 / (kB * temp)

    def kernel(x):
        return x**2 * np.exp(-x) / np.expm1(-x)**2 * min(x, X)**2
    edge = min(X, 60.0)
    value = quad(kernel, 0, edge)[0]
    if edge < 60:
        value += quad(kernel, edge, 60)[0]
    return value / (4 * pi**4 / 15)


# Transmission into an isotropic solid from continuity of motion and traction
rho2, v2 = 2.7, 3.1


def mean_transmission(vz):
    u = (np.arange(4000) + 0.5) / 4000   # squared relative transverse k
    k1 = w / vz * np.sqrt(1 - u)
    k2 = np.sqrt((w / v2)**2 - u * (w / v_in)**2)
    z1, z2 = rho * vz**2 * k1 / w, rho2 * v2**2 * k2 / w
    one = np.ones_like(u)
    mat = np.stack([np.stack([-one, one], -1), np.stack([z1, z2], -1)], -2)
    rhs = np.stack([one, z1], -1)[..., None]
    sol = np.linalg.solve(mat, rhs)[..., 0]
    r, t = sol[:, 0], sol[:, 1]
    trans = z2 / z1 * t**2
    assert np.allclose(trans + r**2, 1, atol=1e-10)
    assert np.allclose(trans, 4 * z1 * z2 / (z1 + z2)**2, atol=1e-10)
    return np.mean(trans)


# Example values and neglected effects
M_ex = w**2 / (4 * pi * v_in**2)
M_edge = w**2 / (4 * pi * v_in * v_norm)
M_edge_num = flux_count(np.diag([v_in**2, v_norm**2, v_in**2]), w)[0]
close(M_edge_num, M_edge, 1e-3)
kz_max = 2 / d_layer * np.arcsin(w / w_cut)
edge_area = 4 * quad(lambda kz: np.sqrt(max(
    w**2 - (w_cut * np.sin(kz * d_layer / 2))**2, 0)) / v_in, 0, kz_max)[0]
edge_shift = edge_area / (pi * w**2 / (v_in * v_norm)) - 1
plane_shift = (2 * v_in / (a_plane * w)
               * np.arcsin(w * a_plane / (2 * v_in)))**2 - 1
bend = 0.6   # rough bending coefficient, nm^2/ps
q2_bend = (-v_norm**2 + np.sqrt(v_norm**4 + 4 * bend**2 * w**2)) / (2*bend**2)

print(f"in-plane speed (rough input)          {v_in:.1f} km/s")
print(f"normal speed (rough input)            {v_norm:.1f} km/s")
print(f"layer spacing (rough input)           {d_layer:.3f} nm")
print(f"in-plane lattice constant (rough)     {a_plane:.3f} nm")
print(f"density (rough input)                 {rho:.2f} g/cm3")
print(f"frequency; temperature                {freq:.2f} THz; {T:.1f} K")
print(f"angular frequency                     {w:.4f} rad/ps")
print(f"shadow radius w/v                     {w / v_in:.4f} 1/nm")
print(f"ellipsoid half-length along z         {w / v_norm:.4f} 1/nm")
print(f"zone edge pi/d along z                {pi / d_layer:.3f} 1/nm")
print(f"M, layer-parallel face, formula       {M_ex * 1e6:.1f} per um2")
for factor in (0.5, 1.0, 2.0):
    M, D, mean_v = flux_count(np.diag([v_in**2, v_in**2,
                                       (factor * v_norm)**2]), w)
    close(M, M_ex, 1e-4)
    print(f"normal speed {factor * v_norm:.1f} km/s: M from flux   "
          f"{M * 1e6:.1f} per um2")
    print(f"   density of states                  {D * 1e3:.4f} "
          "1e-3 ps/nm3")
    print(f"   mean incident normal velocity      {mean_v:.4f} km/s")
print(f"M, edge face, formula                 {M_edge * 1e6:.0f} per um2")
print(f"M, edge face, from flux               {M_edge_num * 1e6:.0f} per um2")
print(f"G ceiling, layer-parallel face, 4 K   "
      f"{G_formula(T, v_in, v_in) / 1e3:.3f} kW/(m2 K)")
print(f"G ceiling, edge face, 4 K             "
      f"{G_formula(T, v_in, v_norm) / 1e3:.2f} kW/(m2 K)")
print(f"elastic constants C66; C44            {C66:.0f}; {C44:.2f} GPa")
print(f"rough inputs C11; C33; C13            {C11:.0f}; {C33:.0f}; "
      f"{C13:.0f} GPa")
print(f"bending branch: speed^2 at 45 deg over ellipsoid {non_ellipsoid:.2f}")
for deg in (1, 5):
    A = tilted(v_in, v_in, v_norm, np.radians(deg))
    print(f"tilt {deg} deg: M over aligned M           "
          f"{np.sqrt(A[2, 2]) / v_norm:.3f}")
print(f"normal cutoff frequency               {w_cut / (2 * pi):.3f} THz")
for temp in (4, 20, 50):
    print(f"G with cutoff over G without, {temp:2d} K    "
          f"{cutoff_ratio(temp):.4f}")
print(f"in-plane lattice dispersion: M shift  {100 * plane_shift:.4f} %")
print(f"edge face, layer dispersion: M shift  {100 * edge_shift:.3f} %")
print(f"second solid (rough): density; speed  {rho2:.1f} g/cm3; {v2:.1f} km/s")
print(f"mean transmission, normal speed 1.4   {mean_transmission(v_norm):.3f}")
print(f"mean transmission, normal speed 2.8   "
      f"{mean_transmission(2 * v_norm):.3f}")
print(f"bending coefficient (rough input)     {bend:.1f} nm2/ps")
print(f"bending-branch modes over M           {q2_bend * v_in**2 / w**2:.0f}")
print("checks complete")
```

Running it gives:

```
in-plane speed (rough input)          14.0 km/s
normal speed (rough input)            1.4 km/s
layer spacing (rough input)           0.335 nm
in-plane lattice constant (rough)     0.246 nm
density (rough input)                 2.26 g/cm3
frequency; temperature                0.30 THz; 4.0 K
angular frequency                     1.8850 rad/ps
shadow radius w/v                     0.1346 1/nm
ellipsoid half-length along z         1.3464 1/nm
zone edge pi/d along z                9.378 1/nm
M, layer-parallel face, formula       1442.6 per um2
normal speed 0.7 km/s: M from flux   1442.6 per um2
   density of states                  1.3120 1e-3 ps/nm3
   mean incident normal velocity      0.3500 km/s
normal speed 1.4 km/s: M from flux   1442.6 per um2
   density of states                  0.6560 1e-3 ps/nm3
   mean incident normal velocity      0.7000 km/s
normal speed 2.8 km/s: M from flux   1442.6 per um2
   density of states                  0.3280 1e-3 ps/nm3
   mean incident normal velocity      1.4000 km/s
M, edge face, formula                 14426 per um2
M, edge face, from flux               14426 per um2
G ceiling, layer-parallel face, 4 K   3.328 kW/(m2 K)
G ceiling, edge face, 4 K             33.28 kW/(m2 K)
elastic constants C66; C44            443; 4.43 GPa
rough inputs C11; C33; C13            1060; 37; 10 GPa
bending branch: speed^2 at 45 deg over ellipsoid 4.65
tilt 1 deg: M over aligned M           1.015
tilt 5 deg: M over aligned M           1.324
normal cutoff frequency               1.330 THz
G with cutoff over G without,  4 K    1.0000
G with cutoff over G without, 20 K    0.5722
G with cutoff over G without, 50 K    0.1545
in-plane lattice dispersion: M shift  0.0091 %
edge face, layer dispersion: M shift  0.648 %
second solid (rough): density; speed  2.7 g/cm3; 3.1 km/s
mean transmission, normal speed 1.4   0.623
mean transmission, normal speed 2.8   0.850
bending coefficient (rough input)     0.6 nm2/ps
bending-branch modes over M           79
checks complete
```
